# Comment on Reading the Macroscopic Dielectric Constant from the Matrix Head: a program that tests the result

```python
# Result under test: the macroscopic dielectric constant of a crystal is
#   eps_M = 1/[eps^-1]_00 = head - wing^T body^-1 wing   (static RPA),
# which is not the head eps_00, and lies between 1 and the head.
# Model: electrons in -U cos(2 pi x/a), two per cell and chain, chain
# cross-section AREA, charge spread evenly in the plane; interaction 4 pi/Q^2.
# eps is the symmetrized matrix 1 - 4 pi chi0_GG' / (|q+G||q+G'|).
# Hartree atomic units throughout.
import numpy as np
from scipy.linalg import eigh, toeplitz
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, U, AREA = 6.0, 0.4, 8.0
b = 2 * np.pi / a          # shortest reciprocal lattice vector
M_PW = 10                  # plane waves -M_PW..M_PW per Bloch state
G_MAX = 6                  # dielectric matrix uses G = -G_MAX..G_MAX
G_LIST = b * np.arange(-G_MAX, G_MAX + 1)
HEAD = G_MAX               # position of G = 0


def bloch(k):
    """Band energies and real plane-wave coefficients at each k."""
    g = b * np.arange(-M_PW, M_PW + 1)
    n = len(g)
    h = np.zeros((len(k), n, n))
    h += -U / 2 * (np.eye(n, k=1) + np.eye(n, k=-1))
    h[:, np.arange(n), np.arange(n)] = (k[:, None] + g) ** 2 / 2
    return np.linalg.eigh(h)


def overlaps(valence, conduction):
    """<v k| exp(-i(q+G)x) |c k+q> for all G, k, c."""
    n = valence.shape[1]
    out = []
    for s in range(-G_MAX, G_MAX + 1):
        moved = np.zeros_like(valence)
        if s >= 0:
            moved[:, s:] = valence[:, :n - s]
        else:
            moved[:, :s] = valence[:, -s:]
        out.append(np.einsum("kg,kgc->kc", moved, conduction))
    return np.array(out)


def k_mesh(nk, offset):
    return b * (np.arange(nk) + offset) / nk - b / 2


def eps_at_q(q, nk, offset):
    """Symmetrized RPA matrix from the explicit sum over states."""
    k = k_mesh(nk, offset)
    e1, c1 = bloch(k)
    e2, c2 = bloch(k + q)
    m = overlaps(c1[:, :, 0], c2[:, :, 1:])
    gap = e2[:, 1:] - e1[:, :1]
    chi0 = -4 / (nk * a * AREA) * np.einsum("gkc,hkc->gh", m / gap, m)
    size = np.abs(q + G_LIST)
    return np.eye(len(size)) - 4 * np.pi * chi0 / np.outer(size, size)


def eps_limit(nk):
    """The q -> 0+ limit, with k.p matrix elements for the head and wings."""
    k = k_mesh(nk, 0.5)
    e, c = bloch(k)
    m = overlaps(c[:, :, 0], c[:, :, 1:])
    gap = e[:, 1:] - e[:, :1]
    p = k[:, None] + b * np.arange(-M_PW, M_PW + 1)
    p_vc = np.einsum("kg,kgc->kc", c[:, :, 0] * p, c[:, :, 1:])
    x = np.empty_like(m)
    for i, g in enumerate(G_LIST):
        x[i] = p_vc / gap if i == HEAD else m[i] / abs(g)
    pref = 16 * np.pi / (nk * a * AREA)
    return np.eye(len(x)) + pref * np.einsum("gkc,hkc->gh", x / gap, x)


def macro(eps):
    return 1 / np.linalg.inv(eps)[HEAD, HEAD]


# ---- long-wave matrix, block inversion, bounds --------------------------
eps0 = eps_limit(200)
head = eps0[HEAD, HEAD]
others = np.delete(np.arange(len(G_LIST)), HEAD)
wing = eps0[others, HEAD]
body = eps0[np.ix_(others, others)]
correction = wing @ np.linalg.solve(body, wing)
eps_m = macro(eps0)
lowest = np.linalg.eigvalsh(eps0)[0]
assert abs(head - correction - eps_m) < 1e-10
assert lowest > 1 - 1e-10
assert 1 < eps_m < head - 1e-3
assert abs(macro(eps_limit(100)) - eps_m) < 1e-7

# first shell: the sine combination of +G and -G gives a 2 x 2 matrix
plus, minus = HEAD + 1, HEAD - 1
assert abs(eps0[HEAD, plus] + eps0[HEAD, minus]) < 1e-9
sine = np.zeros(len(G_LIST))
sine[plus], sine[minus] = 1 / np.sqrt(2), -1 / np.sqrt(2)
w2 = eps0[HEAD] @ sine
b2 = sine @ eps0 @ sine
eps_m_2 = 1 / np.linalg.inv(np.array([[head, w2], [w2, b2]]))[0, 0]
shell = np.ix_([minus, HEAD, plus], [minus, HEAD, plus])
assert abs(1 / np.linalg.inv(eps0[shell])[1, 1] - eps_m_2) < 1e-8
assert eps_m - 1e-10 <= eps_m_2 < head

# small q from the sum over states must approach the k.p limit
eps_small = eps_at_q(0.002, 200, 0.5)
assert abs(eps_small[HEAD, HEAD] / head - 1) < 1e-3
assert abs(macro(eps_small) / eps_m - 1) < 1e-3

# unsymmetrized wings: one grows as 1/q, the other vanishes as q
wing_rows = []
for q in (0.02, 0.01):
    s = eps_at_q(q, 200, 0.5)[HEAD, plus]
    ratio = (q + b) / q
    wing_rows.append((q, s * ratio, s / ratio, s * s))
assert abs(wing_rows[1][1] / wing_rows[0][1] - 2) < 0.1
assert abs(wing_rows[1][2] / wing_rows[0][2] - 0.5) < 0.025
assert abs(wing_rows[1][3] / eps0[HEAD, plus] ** 2 - 1) < 0.05

# ---- independent road: supercell with a small cosine potential ----------
N_CELL = 20
LENGTH = N_CELL * a
J = 7 * N_CELL
N_GRID = 600
q_sc = 2 * np.pi / LENGTH
harmonics = np.arange(2 * J + 1)
coulomb = np.zeros(2 * J + 1)
coulomb[1:] = 4 * np.pi / (q_sc * harmonics[1:]) ** 2
crystal = np.zeros(2 * J + 1)
crystal[N_CELL] = -U / 2
kinetic = (q_sc * np.arange(-J, J + 1)) ** 2 / 2


def density(potential):
    """Fourier components of the density of the doubly filled orbitals."""
    h = toeplitz(potential) + np.diag(kinetic)
    _, c = eigh(h, subset_by_index=[0, N_CELL - 1])
    box = np.zeros((N_GRID, N_CELL))
    box[np.arange(-J, J + 1) % N_GRID] = c
    psi = np.fft.ifft(box, axis=0) * N_GRID / np.sqrt(LENGTH)
    n_x = 2 * np.sum(np.abs(psi) ** 2, axis=1) / AREA
    return np.real(np.fft.fft(n_x))[:2 * J + 1] / N_GRID


n_ground = density(crystal)
AMP = 1e-3                 # amplitude of the applied cosine, hartree


def induced_hartree(amplitude, iterate):
    applied = np.zeros(2 * J + 1)
    applied[1] = amplitude / 2
    v_h = np.zeros(2 * J + 1)
    for step in range(1, 301):
        new = coulomb * (density(crystal + applied + v_h) - n_ground)
        if not iterate:
            return new, step
        change = np.max(np.abs(new - v_h))
        v_h = v_h + 0.25 * (new - v_h)
        if change < 1e-10:
            return v_h, step
    raise AssertionError("self-consistency not reached")


up, steps = induced_hartree(AMP, True)
down, _ = induced_hartree(-AMP, True)
screen = (up - down) / AMP / 2 * 2      # induced / applied component
eps_m_scf = 1 / (1 + screen[1])
up1, _ = induced_hartree(AMP, False)
down1, _ = induced_hartree(-AMP, False)
frozen = (up1 - down1) / AMP
head_scf = 1 - frozen[1]

eps_q = eps_at_q(q_sc, N_CELL, 0.0)
inv_q = np.linalg.inv(eps_q)
scale_p = q_sc / (b + q_sc)
scale_m = q_sc / (b - q_sc)
assert abs(eps_m_scf / macro(eps_q) - 1) < 1e-4
assert abs(head_scf / eps_q[HEAD, HEAD] - 1) < 1e-4
local_p = scale_p * inv_q[plus, HEAD]
local_m = scale_m * inv_q[minus, HEAD]
assert abs(local_p) > 1e-4
assert abs(screen[N_CELL + 1] / local_p - 1) < 1e-3
assert abs(screen[N_CELL - 1] / local_m - 1) < 1e-3
source_p = scale_p * eps_q[plus, HEAD]
assert abs(-frozen[N_CELL + 1] / source_p - 1) < 1e-3

# ---- layered medium with local eps(x) = 5 + 4 cos(Gx) -------------------
column = np.zeros(121)
column[0], column[1] = 5.0, 2.0
layer = toeplitz(column)
layer_macro = 1 / np.linalg.inv(layer)[60, 60]
mean_eps = quad(lambda t: 5 + 4 * np.cos(t), 0, 2 * np.pi)[0] / (2 * np.pi)
mean_inv = quad(lambda t: 1 / (5 + 4 * np.cos(t)), 0, 2 * np.pi)[0]
mean_inv /= 2 * np.pi
assert abs(layer[60, 60] - mean_eps) < 1e-9
assert abs(layer_macro * mean_inv - 1) < 1e-8

# ---- a negative body reverses the sign ----------------------------------
negative = np.array([[2.0, 1.0], [1.0, -2.0]])
neg_macro = 1 / np.linalg.inv(negative)[0, 0]
assert neg_macro > negative[0, 0]

edge = bloch(np.array([b / 2]))[0][0]
gap_edge = edge[1] - edge[0]
print(f"period a = {a:.1f} bohr, U = {U:.1f} hartree")
print(f"cross-section per chain = {AREA:.1f} bohr^2")
print(f"shortest G = {b:.5f} bohr^-1")
print(f"gap at zone edge = {gap_edge:.5f} hartree")
print(f"gap at zone edge = {gap_edge * HARTREE_EV:.3f} eV")
print("-- q -> 0, symmetrized matrix (dimensionless) --")
print(f"head = {head:.5f}")
print(f"wing to +G = {eps0[HEAD, plus]:.5f}")
print(f"wing to -G = {eps0[HEAD, minus]:.5f}")
print(f"body (G,G) = {eps0[plus, plus]:.5f}")
print(f"body (G,-G) = {eps0[plus, minus]:.5f}")
print(f"2x2 sine wing, magnitude = {abs(w2):.5f}")
print(f"2x2 sine body = {b2:.5f}")
print(f"2x2 correction wing^2/body = {w2 ** 2 / b2:.5f}")
print(f"eps_M from 2x2 = {eps_m_2:.5f}")
print(f"full correction, 12 nonzero G = {correction:.5f}")
print(f"eps_M, full = {eps_m:.5f}")
print(f"head exceeds eps_M by {100 * (head / eps_m - 1):.2f} percent")
print(f"lowest eigenvalue of matrix = {lowest:.6f}")
print("-- unsymmetrized wings (0,G), (G,0), product --")
for q, big, small, product in wing_rows:
    print(f"q = {q:.2f} bohr^-1: {big:.4f}, {small:.6f}, {product:.5f}")
print("-- supercell of 20 cells, finite q --")
print(f"q = {q_sc:.5f} bohr^-1, applied amplitude = {AMP:.0e} hartree")
print(f"iterations to self-consistency = {steps}")
print(f"eps_M(q), self-consistent supercell = {eps_m_scf:.5f}")
print(f"eps_M(q), inverse of matrix = {macro(eps_q):.5f}")
print(f"head(q), one diagonalization = {head_scf:.5f}")
print(f"head(q), matrix = {eps_q[HEAD, HEAD]:.5f}")
print(f"V_tot(q+G)/V_ext(q), supercell = {screen[N_CELL + 1]:.6f}")
print(f"V_tot(q+G)/V_ext(q), matrix = {local_p:.6f}")
print(f"V_ext(q+G)/V_tot(q), smooth total = {-frozen[N_CELL + 1]:.6f}")
print("-- layered medium eps(x) = 5 + 4 cos(Gx) --")
print(f"mean of eps = {mean_eps:.5f}")
print(f"1/(mean of 1/eps) = {1 / mean_inv:.5f}")
print(f"1/[eps^-1]_00 from matrix = {layer_macro:.5f}")
print("-- 2x2 matrix with head 2, wing 1, body -2 --")
print(f"1/[inverse]_00 = {neg_macro:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
period a = 6.0 bohr, U = 0.4 hartree
cross-section per chain = 8.0 bohr^2
shortest G = 1.04720 bohr^-1
gap at zone edge = 0.38725 hartree
gap at zone edge = 10.538 eV
-- q -> 0, symmetrized matrix (dimensionless) --
head = 3.54702
wing to +G = 1.19366
wing to -G = -1.19366
body (G,G) = 1.94141
body (G,-G) = -0.44028
2x2 sine wing, magnitude = 1.68809
2x2 sine body = 2.38169
2x2 correction wing^2/body = 1.19648
eps_M from 2x2 = 2.35054
full correction, 12 nonzero G = 1.20364
eps_M, full = 2.34338
head exceeds eps_M by 51.36 percent
lowest eigenvalue of matrix = 1.000504
-- unsymmetrized wings (0,G), (G,0), product --
q = 0.02 bohr^-1: 62.7224, 0.022029, 1.38170
q = 0.01 bohr^-1: 125.2421, 0.011206, 1.40342
-- supercell of 20 cells, finite q --
q = 0.05236 bohr^-1, applied amplitude = 1e-03 hartree
iterations to self-consistency = 37
eps_M(q), self-consistent supercell = 2.33872
eps_M(q), inverse of matrix = 2.33872
head(q), one diagonalization = 3.53663
head(q), matrix = 3.53663
V_tot(q+G)/V_ext(q), supercell = -0.009902
V_tot(q+G)/V_ext(q), matrix = -0.009902
V_ext(q+G)/V_tot(q), smooth total = 0.054494
-- layered medium eps(x) = 5 + 4 cos(Gx) --
mean of eps = 5.00000
1/(mean of 1/eps) = 3.00000
1/[eps^-1]_00 from matrix = 3.00000
-- 2x2 matrix with head 2, wing 1, body -2 --
1/[inverse]_00 = 2.50000
ALL CHECKS PASSED
```
